# Fermi-liquid decay rates and the two-dimensional logarithm, derived twice, part 1

(Sections cited here and not found follow in the second part.)

## First half: the relative-momentum derivation

### The result and its regime

An electron of energy \(\varepsilon\), measured from the Fermi energy \(E_F\), collides with other electrons at temperature \(T\). Here \(T\) stands for \(k_BT\), an energy. For a weak contact interaction (if attractive, with \(T\) well above the pairing instability), a parabolic band and \(|\varepsilon|,T\ll E_F\), its relaxation rate in three dimensions is, in the Born approximation,

\[
\frac{\hbar}{\tau}=\frac{\pi g^2}{4E_F}\left[\varepsilon^2+(\pi T)^2\right].
\tag{1}
\]

In two dimensions the Born approximation also requires \(|g|\ln[E_F/\max(|\varepsilon|,T)]\ll1\), and it gives

\[
\frac{\hbar}{\tau}=\frac{g^2}{\pi E_F}
\left\{\left[\varepsilon^2+(\pi T)^2\right]\ln\frac{4E_F}{T}
-T^2B\!\left(\frac{\varepsilon}{T}\right)\right\},
\tag{2}
\]

\[
B(x)=2\int_{-\infty}^{\infty}dy\,y\,[n(y)+f(y-x)]\ln|y| .
\]

The coupling is \(g=NU\), where \(N\) is the density of states per spin at \(E_F\) and \(U\) the interaction strength. The functions \(n(y)=1/(e^y-1)\) and \(f(y)=1/(e^y+1)\) take dimensionless arguments.

The bracket \(\varepsilon^2+(\pi T)^2\) comes from an integral over energies. In three dimensions the integral over angles is a finite constant. In two dimensions it diverges logarithmically if every electron is placed on the Fermi surface, and the small energies of the colliding electrons cut it off.

### The rate equation

Take \(\varepsilon_{\mathbf k}=\hbar^2k^2/2m-E_F\) and a contact interaction between opposite spins. An electron \(\mathbf k_1\uparrow\) meets \(\mathbf k_2\downarrow\), and they leave as \(\mathbf k_3\uparrow\) and \(\mathbf k_4\downarrow\), with \(\mathbf k_1+\mathbf k_2=\mathbf k_3+\mathbf k_4\). In volume \(V\) the matrix element is \(U/V\). The spins label the final electrons, so no final state is counted twice. The golden rule, which is the Born approximation, gives the rate out of an occupied state 1 in \(d\) dimensions:

\[
\Gamma_{\rm out}=\frac{2\pi U^2}{\hbar}
\int\frac{d^dk_2\,d^dk_3}{(2\pi)^{2d}}\,
\delta(\varepsilon+\varepsilon_2-\varepsilon_3-\varepsilon_4)\,
f_2(1-f_3)(1-f_4).
\]

The two momentum sums supply the \(V^2\) that cancels the squared matrix element. The rate \(\Gamma_{\rm in}\) into an empty state 1 has the factor \((1-f_2)f_3f_4\) instead. Here \(f_i\) means \(f(\varepsilon_i/T)\).

The occupation obeys

\[
\frac{df_1}{dt}=-f_1\Gamma_{\rm out}+(1-f_1)\Gamma_{\rm in}.
\]

Disturb state 1 alone, leaving all others in equilibrium. The equilibrium part of the right side vanishes, and the disturbance obeys \(d\,\delta f_1/dt=-(\Gamma_{\rm out}+\Gamma_{\rm in})\delta f_1\). Hence

\[
\frac1\tau=\Gamma_{\rm out}+\Gamma_{\rm in},\qquad
F=f_2(1-f_3)(1-f_4)+(1-f_2)f_3f_4,
\]

where \(F\) is the statistical factor in \(1/\tau\). Equilibrium requires \(f_1\Gamma_{\rm out}=(1-f_1)\Gamma_{\rm in}\), so

\[
\frac1\tau=\Gamma_{\rm out}\left(1+\frac{f_1}{1-f_1}\right)
=\frac{\Gamma_{\rm out}}{1-f_1}.
\]

The departure rate alone is therefore \((1-f_1)/\tau\), which is half of \(1/\tau\) at \(\varepsilon=0\). Each collision conserves total momentum, so \(1/\tau\) describes how one state's occupation relaxes, not how a current decays.

### The energy integral

Both derivations need

\[
J=\int d\varepsilon_3\,d\varepsilon_4\,F,\qquad
\varepsilon_2=\varepsilon_3+\varepsilon_4-\varepsilon .
\]

The limits may be extended to \(\pm\infty\), because \(F\) is exponentially small once the energies lie many \(T\) outside the range allowed at zero temperature.

Let \(\omega=\varepsilon-\varepsilon_3\) be the energy given up by the first electron. Then \(\varepsilon_4=\varepsilon_2+\omega\). Since \(f_i/(1-f_i)=e^{-\varepsilon_i/T}\),

\[
f_4(1-f_2)=e^{-\omega/T}f_2(1-f_4).
\]

Subtract this from \(f_2(1-f_4)\). The left side becomes \(f_2-f_4\), and therefore

\[
f_2(1-f_4)=[1+n(\omega/T)](f_2-f_4),\qquad
(1-f_2)f_4=n(\omega/T)(f_2-f_4).
\]

At fixed \(\omega\), \(\int d\varepsilon_4\,(f_2-f_4)=\omega\), because the two Fermi steps are displaced by \(\omega\). The integral of \(F\) over \(\varepsilon_4\) is thus

\[
\omega\{[1+n](1-f_3)+nf_3\}=\omega[n+1-f_3]
=\omega\left[n\!\left(\frac{\omega}{T}\right)
+f\!\left(\frac{\omega-\varepsilon}{T}\right)\right].
\tag{3}
\]

Put \(y=\omega/T\), \(x=\varepsilon/T\) and \(J=T^2h(x)\), with

\[
h(x)=\int_{-\infty}^{\infty}dy\,y[n(y)+f(y-x)].
\]

Its derivative is

\[
h'(x)=\int dy\,y[-f'(y-x)]=x,
\]

because \(-f'\) is even and has unit area. At \(x=0\), \(n(y)+f(y)=1/\sinh y\), so

\[
h(0)=\int_{-\infty}^{\infty}\frac{y\,dy}{\sinh y}
=4\sum_{j=0}^{\infty}\int_0^\infty y\,e^{-(2j+1)y}dy
=4\sum_{j=0}^{\infty}\frac1{(2j+1)^2}=\frac{\pi^2}{2}.
\]

It follows that

\[
J=\frac{\varepsilon^2+(\pi T)^2}{2}.
\tag{4}
\]

At \(T=0\) this is the area of the triangle \(\varepsilon_3>0\), \(\varepsilon_4>0\), \(\varepsilon_3+\varepsilon_4<\varepsilon\). One factor of the small energy restricts the final electron, and another restricts its partner.

### Relative momentum turns an angle into an energy

Introduce the total and relative wave vectors

\[
\mathbf K=\mathbf k_1+\mathbf k_2,\qquad
\boldsymbol\kappa=\frac{\mathbf k_1-\mathbf k_2}{2},\qquad
\mathbf k_{3,4}=\frac{\mathbf K}{2}\pm\boldsymbol\kappa'.
\]

The kinetic energy of the pair is \(\hbar^2K^2/4m+\hbar^2\kappa^2/m\). Energy conservation becomes \(\kappa'=\kappa\). At fixed \(\mathbf K\), \(d^dk_3=d^d\kappa'\), and

\[
\int d^d\kappa'\,\delta\!\left(\frac{\hbar^2(\kappa^2-\kappa'^2)}{m}\right)(\cdots)
=\frac{m\kappa^{d-2}}{2\hbar^2}\int d\Omega'(\cdots),
\]

because the derivative of the argument has magnitude \(2\hbar^2\kappa/m\).

Let \(\alpha\) be the angle between \(\boldsymbol\kappa'\) and \(\mathbf K\). Expanding \(|\mathbf K/2+\boldsymbol\kappa'|^2\) gives

\[
\varepsilon_3=\frac{\varepsilon+\varepsilon_2}{2}+D\cos\alpha,\qquad
D=\frac{\hbar^2K\kappa}{2m}.
\tag{5}
\]

The remaining scattering angle \(\alpha\) can be replaced by the energy \(\varepsilon_3\). The two dimensions differ in the Jacobian of this replacement.

### Three dimensions: a finite angular constant

The solid angle is \(d(\cos\alpha)\,d\psi\), with \(\psi\) the azimuth of \(\boldsymbol\kappa'\) about \(\mathbf K\), measured from \(\boldsymbol\kappa\). From (5), \(d(\cos\alpha)=d\varepsilon_3/D\) in magnitude, so

\[
\frac{m\kappa}{2\hbar^2}\,\frac{d\varepsilon_3}{D}\,d\psi
=\frac{m^2}{\hbar^4K}\,d\varepsilon_3\,d\psi .
\]

Let \(\theta\) be the angle between \(\mathbf k_1\) and \(\mathbf k_2\). Near the Fermi surface,

\[
d^3k_2=2\pi\frac{mk_F}{\hbar^2}\,d\varepsilon_2\sin\theta\,d\theta,
\qquad K=2k_F\cos\frac\theta2 .
\]

Integration over \(\psi\) gives \(2\pi\). At fixed \(\varepsilon_3\), \(d\varepsilon_2=d\varepsilon_4\). The phase-space integral is therefore

\[
\frac{4\pi^2m^3}{\hbar^6}\,J
\int_0^\pi\frac{\sin\theta\,d\theta}{2\cos(\theta/2)}
=\frac{8\pi^2m^3}{\hbar^6}J .
\tag{6}
\]

The angular integrand is \(\sin(\theta/2)\), whose integral is 2. At nonzero temperature the condition \(|\cos\alpha|\le1\) can restrict \(\varepsilon_3\) when \(D\approx E_F\sin\theta\) is as small as the excitation energies. The region near \(\theta=\pi\) contributes a relative correction of first order in energy over \(E_F\). Near \(\theta=0\) the angular integrand vanishes, and the correction is only of second order.

In three dimensions \(N=mk_F/(2\pi^2\hbar^2)\), hence \(m^3/\hbar^6=2\pi^4N^2/E_F\). Restoring the prefactor,

\[
\frac1\tau=\frac{2\pi U^2}{\hbar(2\pi)^6}
\frac{8\pi^2m^3}{\hbar^6}J
=\frac{\pi g^2}{2\hbar E_F}J .
\]

Equation (4) gives (1).

If the opposite-spin amplitude varies smoothly with angle, \(U^2\) is replaced by

\[
\frac12\int_0^\pi d\theta\,\sin\frac\theta2
\int_0^{2\pi}\frac{d\psi}{2\pi}\,U^2(\theta,\psi).
\tag{7}
\]

Such an angular dependence changes the coefficient but leaves the energy bracket. Equation (7) covers opposite spins only. An interaction of finite range generally scatters electrons of equal spin too, and their contribution must be added to the rate.

### Two dimensions: the collinear divergence

In the plane there is no azimuth. Each \(\varepsilon_3\) is reached at two values of \(\alpha\), so

\[
d\alpha\ \longrightarrow\ \frac{2\,d\varepsilon_3}{|D\sin\alpha|}.
\]

Let \(e_1=E_F+\varepsilon\) and \(e_2=E_F+\varepsilon_2\) be kinetic energies. From the definitions of \(\mathbf K\) and \(\boldsymbol\kappa\),

\[
D^2=\frac{(e_1+e_2)^2-4e_1e_2\cos^2\theta}{4}
=\frac{(\varepsilon-\varepsilon_2)^2}{4}+e_1e_2\sin^2\theta .
\]

Subtract \(D^2\cos^2\alpha=[\varepsilon_3-(\varepsilon+\varepsilon_2)/2]^2\), and use \(\varepsilon_3-\varepsilon_2=\varepsilon-\varepsilon_4\):

\[
D^2\sin^2\alpha=e_1e_2\sin^2\theta+A,\qquad
A=(\varepsilon-\varepsilon_3)(\varepsilon-\varepsilon_4).
\tag{8}
\]

Setting all energies to zero leaves \(\int d\theta/|\sin\theta|\), which diverges at \(\theta=0\) and \(\theta=\pi\). These are collinear and head-on pairs. The term \(A\) makes the integral finite at general energies.

To leading order \(e_1e_2=E_F^2\). The required integral is

\[
G=\int\frac{d\theta}{\sqrt{E_F^2\sin^2\theta+A}},
\]

over the angles where the root is real. Put \(a=\sqrt{|A|}/E_F\), and choose \(\eta\) with \(a\ll\eta\ll1\). One quarter of the circle gives, for \(A>0\),

\[
\int_0^\eta\frac{d\theta}{\sqrt{\theta^2+a^2}}
+\int_\eta^{\pi/2}\frac{d\theta}{\sin\theta}
\simeq\ln\frac{2\eta}{a}+\ln\frac2\eta=\ln\frac4a .
\]

For \(A<0\) the first integral starts at \(a\) and has \(\sqrt{\theta^2-a^2}\). Its value, \(\operatorname{arcosh}(\eta/a)\), also tends to \(\ln(2\eta/a)\). Four quarters give

\[
G=\frac{2}{E_F}\ln\frac{16E_F^2}{|A|}.
\tag{9}
\]

Collinear and head-on pairs supply equal halves, since the integrand is unchanged by \(\theta\to\pi-\theta\).

With \(d^2k_2=(m/\hbar^2)d\varepsilon_2d\theta\) and \(N=m/(2\pi\hbar^2)\),

\[
\frac1\tau=\frac{2\pi U^2}{\hbar(2\pi)^4}\frac{m^2}{\hbar^4}
\int d\varepsilon_3d\varepsilon_4\,FG
=\frac{g^2}{2\pi\hbar}\int d\varepsilon_3d\varepsilon_4\,FG .
\tag{10}
\]

The logarithm in (9) is \(\ln(4E_F/|\varepsilon-\varepsilon_3|)+\ln(4E_F/|\varepsilon-\varepsilon_4|)\). The factor \(F\) is symmetric under \(3\leftrightarrow4\), so both terms contribute equally. Equation (3) then gives

\[
\frac{\hbar}{\tau}=\frac{2g^2}{\pi E_F}
\int_{-\infty}^{\infty}d\omega\,\omega
\left[n\!\left(\frac\omega T\right)
+f\!\left(\frac{\omega-\varepsilon}{T}\right)\right]
\ln\frac{4E_F}{|\omega|}.
\tag{11}
\]

Writing \(\ln(4E_F/|\omega|)=\ln(4E_F/T)-\ln|y|\) and using (4) produces (2).

### Two limits and a counter-check

At \(T=0\) and \(\varepsilon>0\), the bracket in (11) is 1 for \(0<\omega<\varepsilon\) and zero elsewhere. Thus

\[
\frac{\hbar}{\tau}=\frac{2g^2}{\pi E_F}\int_0^\varepsilon d\omega\,\omega\ln\frac{4E_F}{\omega}
=\frac{g^2\varepsilon^2}{\pi E_F}
\left[\ln\frac{4E_F}{\varepsilon}+\frac12\right].
\]

At \(\varepsilon=0\), define

\[
M(s)=\int_0^\infty\frac{y^{s-1}}{\sinh y}dy
=2(1-2^{-s})\Gamma(s)\zeta(s),
\]

obtained by expanding \(1/\sinh y\) in exponentials. Then \(M(2)=\pi^2/4\) and \(B(0)=4M'(2)=\pi^2c\), where logarithmic differentiation gives

\[
c=1-\gamma+\frac{\zeta'(2)}{\zeta(2)}+\frac{\ln2}{3}\approx0.0839.
\]

Here \(\gamma\) is Euler's constant. Consequently

\[
\frac{\hbar}{\tau}=\frac{\pi g^2T^2}{E_F}
\left[\ln\frac{4E_F}{T}-c\right].
\tag{12}
\]

The angular origin of the logarithm can be checked by replacing \(U^2\) with \(U^2\sin^2\theta\), which suppresses collinear and head-on pairs. The leading angular integral becomes \(\int_0^{2\pi}|\sin\theta|d\theta/E_F=4/E_F\). Equation (10) then yields \(\hbar/\tau=g^2[\varepsilon^2+(\pi T)^2]/(\pi E_F)\), with no logarithm.

## Second half: the momentum-transfer derivation

### Symbols and results carried over

Electrons \(\mathbf k_1\uparrow\) and \(\mathbf k_2\downarrow\) scatter into \(\mathbf k_3\uparrow\) and \(\mathbf k_4\downarrow\) through a contact coupling \(U\), with \(g=NU\). Energies \(\varepsilon,\varepsilon_2,\varepsilon_3,\varepsilon_4\) are measured from \(E_F\), and \(T\) means \(k_BT\). The statistical factor \(F\) includes out- and in-scattering. Its energy integral is \(J=[\varepsilon^2+(\pi T)^2]/2\). The first half found the three-dimensional phase-space integral \(8\pi^2m^3J/\hbar^6\). In two dimensions it found the phase-space integral \((m^2/\hbar^4)\int d\varepsilon_3d\varepsilon_4FG\), with

\[
G=\frac2{E_F}\ln\frac{16E_F^2}{|A|},\qquad
A=(\varepsilon-\varepsilon_3)(\varepsilon-\varepsilon_4).
\]

These angular results are now derived again without total or relative momentum.

### The transfer variables

Let the first electron give momentum \(\hbar\mathbf q\) and energy \(\omega\) to its partner:

\[
\mathbf k_3=\mathbf k_1-\mathbf q,\qquad
\mathbf k_4=\mathbf k_2+\mathbf q,\qquad
\omega=\varepsilon-\varepsilon_3=\varepsilon_4-\varepsilon_2 .
\]

Split \(\mathbf k_2\) into a component \(k_{2\parallel}\) along \(\mathbf q\) and a part \(\mathbf k_{2\perp}\) across it. The partner's energy gain is

\[
\varepsilon_4-\varepsilon_2
=\frac{\hbar^2}{m}\left(qk_{2\parallel}+\frac{q^2}{2}\right).
\]

It is linear in \(k_{2\parallel}\). The energy delta function therefore fixes that component and contributes the factor \(m/(\hbar^2q)\). The transverse part remains free and can be exchanged for \(\varepsilon_2\).

Let \(\beta\) be the angle between \(\mathbf k_1\) and \(\mathbf k_3\). At fixed \(k_1\) and \(k_3\), differentiating \(q^2=k_1^2+k_3^2-2k_1k_3\cos\beta\) gives

\[
q\,dq=k_1k_3\sin\beta\,d\beta .
\tag{13}
\]

The scattering angle is thereby exchanged for \(q\).

The relative-momentum derivation has given the rates (1) and (2), and the variables for a second derivation, based on momentum transfer, are now in place. It remains to recover the angular results in three and two dimensions with these variables, find the first correction in three dimensions, and compare the formulas with numerical values.
